# Resistance times depletion charge at breakdown in a non-punch-through drift layer

## Result and conventions

A uniformly doped drift layer that is just fully depleted when its junction breaks down obeys

$$
R_{\rm sp}Q=\frac{4V^2}{\mu E_c^2}. \tag{1}
$$

Here $R_{\rm sp}$ is the on-state resistance of the layer multiplied by its area, $Q$ is the magnitude of the depletion charge per area at breakdown, $V$ is the junction drop at breakdown, $\mu$ is the electron mobility along the current, and $E_c$ is the peak field at breakdown. The permittivity $\varepsilon$ is absent, although $R_{\rm sp}$ and $Q$ each depend on it.

The layer is n-type with donor density $N$ and thickness $W$. It lies between a heavily doped p region at $x=0$ and a heavily doped n contact at $x=W$. The geometry is planar. The p side is doped so heavily that its share of the depletion width and of the voltage is neglected. In the off state all donors in the layer are ionized and its mobile electrons have been removed. In the on state the layer is neutral, holds $N$ electrons per volume, and carries an ohmic current spread evenly over its area. Holes take no part in the conduction. The symbol $q$ is the positive elementary charge, and $E$ is the magnitude of the field.

"Non-punch-through" means here that the field falls to zero just at the far contact when the peak reaches $E_c$. A thicker layer would add resistance without adding blocking voltage.

## Field, voltage and doping

The depleted layer has charge density $+qN$. The field points from the donors towards the negative charge in the p region, so its magnitude is greatest at the junction. Gauss's law gives

$$
\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad E(W)=0 .
\tag{2}
$$

Integration from $x$ to $W$ yields

$$
E(x)=\frac{qN}{\varepsilon}(W-x). \tag{3}
$$

At breakdown $E(0)=E_c$, so the charge per area is

$$
Q=qNW=\varepsilon E_c. \tag{4}
$$

The voltage is the area under the field profile:

$$
V=\int_0^W E\,dx=\frac{qN}{\varepsilon}\frac{W^2}{2}=\frac{E_cW}{2}. \tag{5}
$$

The last step used $qNW/\varepsilon=E_c$. Equation (5) fixes the thickness, and (4) then fixes the doping:

$$
W=\frac{2V}{E_c},\qquad
N=\frac{\varepsilon E_c}{qW}=\frac{\varepsilon E_c^2}{2qV}. \tag{6}
$$

At given $V$ and $E_c$ the thickness does not depend on permittivity, but the permitted doping is proportional to it. A larger $\varepsilon$ lets more donors be present before their charge produces the field $E_c$.

## Resistance and the product

The on-state conductivity is $q\mu N$. A layer of thickness $W$ and area $A$ has resistance $W/(q\mu NA)$, and multiplication by $A$ gives

$$
R_{\rm sp}=\frac{W}{q\mu N}. \tag{7}
$$

With both parts of (6) inserted,

$$
R_{\rm sp}=\frac{2V}{E_c}\,\frac{1}{q\mu}\,\frac{2qV}{\varepsilon E_c^2}
=\frac{4V^2}{\varepsilon\mu E_c^3}. \tag{8}
$$

The combination $\varepsilon\mu E_c^3$ is Baliga's figure of merit for conduction. Multiplying (7) by $Q=qNW$ shows where the cancellation comes from:

$$
R_{\rm sp}Q=\frac{W}{q\mu N}\,qNW=\frac{W^2}{\mu}
=\frac{4V^2}{\mu E_c^2}. \tag{9}
$$

This is (1). The donors that must be uncovered in the off state supply the electrons that conduct in the on state. Doubling their number halves the resistance and doubles the charge. Permittivity sets how many donors are allowed, and that number drops out.

What is held fixed matters. Equation (1) compares layers at equal $V$, $\mu$ and $E_c$, with $N$ redesigned for each $\varepsilon$. If $N$ and $V$ were held fixed instead, (5) would give $W^2=2\varepsilon V/(qN)$, and the product $W^2/\mu$ of the depleted thickness would be proportional to $\varepsilon$. The peak field would then change too, so the layers would not all be at breakdown.

The unit of the product is $\Omega\,{\rm cm^2}\times{\rm C/cm^2}={\rm V\,s}$. Division by $V$ gives a time,

$$
\frac{R_{\rm sp}Q}{V}=\frac{4V}{\mu E_c^2}=\frac{W}{\mu(E_c/2)}, \tag{10}
$$

which is the time to cross the layer at the mean field $E_c/2$ if the low-field mobility still applied there. It does not apply at such fields, as the numbers below show, so (10) is not a switching time.

## Does the critical field bring permittivity back?

$E_c$ is not a strict material constant. It is often given as a function of doping, and by (6) the doping depends on $\varepsilon$. The cancellation might therefore seem to fail once this dependence is admitted.

Suppose that electrons and holes have the same ionization rate per length, $\alpha(E)$, and that it depends on the local field alone. The electron and the hole of a pair created anywhere in the layer move apart and together cross its whole thickness, so they create on average $\int_0^W\alpha\,dx$ further pairs. Avalanche breakdown occurs when this number reaches one:

$$
\int_0^W\alpha(E(x))\,dx=1. \tag{11}
$$

From (3), $dx=-(\varepsilon/qN)\,dE$, and from (6), $\varepsilon/(qN)=2V/E_c^2$. As $x$ runs from 0 to $W$, $E$ runs from $E_c$ to 0, and the minus sign reverses the limits:

$$
\frac{2V}{E_c^2}\int_0^{E_c}\alpha(E)\,dE=1. \tag{12}
$$

This equation determines $E_c$ from $V$ and the ionization law, with no reference to $\varepsilon$. At fixed $V$ and fixed $\alpha(E)$, the doping adjusts to the permittivity while the critical field stays put. The cancellation survives. If the two carriers have unequal rates, the breakdown condition is longer, but it still contains only local rates integrated over $x$, and the same substitution removes $\varepsilon$ from it.

The voltage dependence does change. Take $\alpha=a\,e^{-b/E}$. For $E'<E$,

$$
\frac1{E'}-\frac1E=\frac{E-E'}{EE'}\ge\frac{E-E'}{E^2},
$$

so $\alpha(E')\le\alpha(E)\,e^{-b(E-E')/E^2}$, and integration over $E'$ gives

$$
\int_0^E\alpha(E')\,dE'\le\frac{E^2}{b}\,\alpha(E). \tag{13}
$$

Let $F(E)=E^{-2}\int_0^E\alpha\,dE'$. Its derivative is

$$
F'(E)=\frac{1}{E^2}\left[\alpha(E)-\frac{2}{E}\int_0^E\alpha\,dE'\right]
\ge\frac{\alpha(E)}{E^2}\left(1-\frac{2E}{b}\right), \tag{14}
$$

which is positive for $E<b/2$. Since (12) reads $2VF(E_c)=1$, a larger $V$ requires a smaller $E_c$ in this range. The product (1) then grows faster than $V^2$.

For a numerical test, take $a=3.0\times10^8\ {\rm cm^{-1}}$ and $b=25$ MV/cm, rough values for holes in 4H silicon carbide that are applied here to both carriers for simplicity, with $V=1200$ V and $\mu=900\ {\rm cm^2/Vs}$. The doping that satisfies (11) was found separately for relative permittivities 9.7 and 19.4. It doubled from $1.369\times10^{16}$ to $2.737\times10^{16}\ {\rm cm^{-3}}$. The resistance halved from 0.4913 to 0.2457 m$\Omega$ cm$^2$, and the charge doubled from 2.126 to 4.252 $\mu$C/cm$^2$. The critical field was 2.475 MV/cm and the product 1.0445 nV s in both cases. At 2400 V the critical field fell to 2.314 MV/cm, and the product rose by a factor 4.58 instead of 4.

Mobility behaves differently, because scattering by donors makes it depend on $N$ itself. Consider the rough model

$$
\mu(N)=\frac{1000\ {\rm cm^2/Vs}}{1+(N/2\times10^{17}\ {\rm cm^{-3}})^{0.75}}.
$$

Doubling $\varepsilon$ at fixed $V=1200$ V and $E_c=2.5$ MV/cm doubles $N$ from $1.396\times10^{16}\ {\rm cm^{-3}}$, and the mobility falls from 880 to 814 cm$^2$/Vs. The product rises by 8% if the function $\mu(N)$ itself does not change with $\varepsilon$. A larger permittivity also weakens the Coulomb potential of each donor, however. In a simple screened Coulomb model the screening length depends on $\varepsilon/N$ and stays the same when both double, while the scattering rate varies as $N/\varepsilon^2$ and halves. The product then falls slightly, if the other scattering is unchanged. Permittivity thus returns weakly through the mobility, with a sign that depends on the scattering model.

## Why the product measures switching loss

Consider two equal devices in series across a bus voltage $V_b<V$, with an inductive load at their midpoint. One device is turned on while it still supports $V_b$. As its voltage $v$ falls to zero, the voltage $V_b-v$ on the other device rises. Let $C(v)$ be the depletion capacitance per area. The channel that turns on carries both the discharge current of its own capacitance and the charging current of the other. For devices of equal area, the energy per device area that these currents dissipate in the channel is

$$
\begin{aligned}
\mathcal E&=\int_0^{V_b}v\,[C(v)+C(V_b-v)]\,dv\\
&=\int_0^{V_b}vC(v)\,dv+\int_0^{V_b}(V_b-v)C(v)\,dv
=V_bQ_b. 
\end{aligned}\tag{15}
$$

The second term was rewritten with $v\to V_b-v$, and $Q_b=\int_0^{V_b}C\,dv$ is the charge at the bus voltage. With a depleted width $w$ at voltage $v$, $v=qNw^2/(2\varepsilon)$, so the charge $qNw=\sqrt{2q\varepsilon Nv}$ grows as the square root of voltage. Hence

$$
Q_b=Q\sqrt{V_b/V}. \tag{16}
$$

Let one device at a time carry a current of magnitude $I$, and let there be one such hard commutation per period at frequency $f$. Losses from the overlap of load current and voltage, from charge stored in a conducting body diode, from the gate and from the other, soft commutation are left out. With area $A$ per device,

$$
P(A)=\frac{I^2R_{\rm sp}}{A}+fV_bQ_bA. \tag{17}
$$

Setting $dP/dA=-I^2R_{\rm sp}/A^2+fV_bQ_b=0$ gives

$$
A_0=I\sqrt{\frac{R_{\rm sp}}{fV_bQ_b}},\qquad
P_0=2I\sqrt{fV_bR_{\rm sp}Q_b}. \tag{18}
$$

The two losses are equal at $A_0$, and this is a minimum because $P$ grows without limit for both small and large $A$. By (16) and (1),

$$
P_0=\frac{4IV}{E_c}\sqrt{\frac{fV_b}{\mu}}\left(\frac{V_b}{V}\right)^{1/4}. \tag{19}
$$

At fixed circuit conditions and fixed $V$, the material enters the minimum loss through $\mu E_c^2$. Permittivity still affects the best area: $R_{\rm sp}/Q_b$ varies as $\varepsilon^{-2}$, so $A_0$ varies as $1/\varepsilon$. A larger permittivity gives a smaller chip with the same loss in this model, so the heat to be removed per area rises in proportion to $\varepsilon$.

## The punch-through layer

The triangular profile does not give the lowest resistance for a given $V$ and $E_c$. Let the field still be positive at the far contact. Then

$$
V=E_cW-\frac{qNW^2}{2\varepsilon},\qquad
qN=\frac{2\varepsilon(E_cW-V)}{W^2}. \tag{20}
$$

Equation (7) becomes

$$
R_{\rm sp}=\frac{W^3}{2\varepsilon\mu(E_cW-V)}. \tag{21}
$$

The derivative with respect to $W$ vanishes when $3(E_cW-V)=E_cW$, so $W=3V/(2E_c)$. There $E_cW-V=V/2$, and

$$
R_{\rm sp}=\frac{27V^3/(8E_c^3)}{\varepsilon\mu V}
=\frac{27}{8}\frac{V^2}{\varepsilon\mu E_c^3}
=\frac{27}{32}\,\frac{4V^2}{\varepsilon\mu E_c^3}. \tag{22}
$$

This is a minimum, since $R_{\rm sp}$ diverges as $W$ falls to $V/E_c$ and is larger at the triangular limit $W=2V/E_c$.

The charge needs care. The donors in the layer hold $qNW=\varepsilon V/W=\tfrac23\varepsilon E_c$. The remaining field $E_c/3$ ends on a charge $\tfrac13\varepsilon E_c$ in the far contact, and this charge is switched as well. The total is again $\varepsilon E_c$, so the product of resistance and full switched charge is $27/32\approx0.84$ of (1). Permittivity cancels here too. The factor 27/32 holds at fixed $E_c$. With the ionization law used above, the flatter field lowers $E_c$ slightly, and the smallest product is 0.86 of the triangular one. These ratios use the charge at the full voltage $V$. With the charge at $V_b=2V/3$, which sets the switching loss at that bus voltage, the layer of (22) gives 0.80 at fixed $E_c$.

## A 1200 V example

Take $V=1200$ V, $E_c=2.5$ MV/cm, $\mu=900\ {\rm cm^2/Vs}$ and relative permittivity 9.7, rough values for 4H silicon carbide at 300 K. Then $\varepsilon=8.59\times10^{-13}$ F/cm, and (6) gives

$$
W=\frac{2(1200\ {\rm V})}{2.5\times10^6\ {\rm V/cm}}=9.6\ \mu{\rm m},\qquad
N=1.40\times10^{16}\ {\rm cm^{-3}}.
$$

Equations (8) and (4) give $R_{\rm sp}=0.477$ m$\Omega$ cm$^2$ and $Q=2.15\ \mu$C/cm$^2$. Their product agrees with the direct evaluation

$$
R_{\rm sp}Q=\frac{W^2}{\mu}
=\frac{(9.6\times10^{-4}\ {\rm cm})^2}{900\ {\rm cm^2/Vs}}
=1.02\ {\rm nV\,s}.
$$

The sharp depletion edge is a very good approximation here. If electrons follow a Boltzmann distribution, the potential $u$ in units of $k_BT/q$, measured from the neutral bulk, obeys $u''=1-e^{-u}$, with length in Debye lengths. Multiplication by $u'$ and integration give $u'^2/2=u-1+e^{-u}$. For large $u$ the squared peak field at fixed $N$ and $V$ is therefore lower by the fraction $k_BT/(qV)$. So is the product, if $W$ is defined as $Q/(qN)$. Numerical integration of the Poisson equation gave a relative change of $-2.15\times10^{-5}$, in agreement.

For a half bridge with $V_b=800$ V, $I=20$ A and $f=100$ kHz, (16) gives $Q_b=1.753\ \mu$C/cm$^2$. One commutation costs $V_bQ_b=1.40$ mJ/cm$^2$, or 140 W/cm$^2$ at this frequency. Equation (18) then gives

$$
A_0=20\sqrt{\frac{0.477\times10^{-3}}{140}}\ {\rm cm^2}=3.7\ {\rm mm^2},
\qquad P_0=10.3\ {\rm W}.
$$

The on-state current density is about 540 A/cm$^2$. The drop across the layer is 0.26 V, and the field is about 270 V/cm. The drift velocity $\mu E\approx2.4\times10^5$ cm/s is far below the saturated velocity, roughly $2\times10^7$ cm/s, so Ohm's law is sound in the on state. In the off state it is not: the formal time (10) is 0.85 ps, whereas crossing the layer at saturated velocity takes 48 ps.

## Comparison with real devices

Real 1200 V silicon carbide MOSFETs have drift layers roughly 10 $\mu$m thick and doped near $10^{16}\ {\rm cm^{-3}}$, of the same order as the values found here. Their 1200 V is a rating, however, whereas in the example it is the breakdown voltage. By (20) with $E_c=2.5$ MV/cm, a planar layer with exactly these rounded values would block about 1570 V, with the field still positive at the far contact. It is a punch-through layer with a voltage margin. The size of the margin depends on the critical field: the ionization law used with (11) gives about 1480 V for this layer, and the separate electron and hole rates listed at the end give about 1770 V. Such a margin has a price: at fixed $E_c$ and $\mu$, a triangular layer designed for 1570 V instead of 1200 V has 1.7 times the product (1).

Such devices also clearly break the assumption that the drift layer is the whole resistance. Take a channel 0.5 $\mu$m long, a half-cell pitch of 3 $\mu$m, a channel mobility of 20 cm$^2$/Vs, 50 nm of silicon dioxide and 12 V of gate overdrive. These rough values give a channel resistance of 0.905 m$\Omega$ cm$^2$. A substrate of 100 $\mu$m and 20 m$\Omega$ cm adds 0.200 m$\Omega$ cm$^2$. The total is 3.3 times the drift resistance, which raises the product with $Q$ to 3.4 nV s and the minimum loss by $\sqrt{3.32}=1.8$.

These series resistances also spoil the cancellation. If they stay fixed while $\varepsilon$ doubles, the total resistance falls from 1.58 to 1.34 m$\Omega$ cm$^2$, but $Q$ doubles. The product rises by a factor 1.7. Equation (1) is therefore a statement about the drift layer. It describes a whole device only when that layer dominates the resistance and the switched charge is the planar depletion charge of the conducting area. Termination and pad areas add charge without conducting, and superjunction layers, whose field is not that of (3), fall outside the model.

Real devices also have resistance between the p wells and from current spreading, which is not estimated here. Some other neglected effects, each taken alone with rough parameters, change the drift-layer product as follows.

- **Temperature.** With $\mu\propto T^{-2.4}$, operation at 423 K raises the product by a factor 2.3.
- **Edge termination.** If the edge reaches 85% of the planar breakdown voltage, the layer must be designed for $V/0.85$. At fixed $E_c$ this raises the resistance by a factor $1/0.85^2=1.38$. When the edge breaks down at $V$, the planar part is not yet fully depleted and its charge is $\sqrt{0.85}=0.92$ of $\varepsilon E_c$, so the product rises by a factor 1.28.
- **Anisotropy.** If 900 cm$^2$/Vs is the mobility in the basal plane and the vertical one is 1.2 times larger, the product falls to 0.83 of its value.
- **Incomplete ionization.** Donors 0.10 eV deep leave 93% of the electrons free at 300 K. The depletion charge still contains all donors, so the product rises by 7%. At the same donor depth the free fraction falls to 88% when the doping doubles, which would raise the product by a further 6%. A larger permittivity also tends to make donors shallower, however. If the depth varied as $1/\varepsilon^2$, doubling $\varepsilon$ would raise the free fraction to 99% and lower the product by 6%.
- **Built-in potential.** About 3 V depletes 5% of the thickness at zero bias. The charge moved by the external voltage is smaller by about the same fraction. If the on-state current crosses only the remaining neutral thickness, the resistance is also 5% lower, and the product falls by 10%.
- **Avalanche field.** Replacing 2.5 MV/cm by the value 2.475 MV/cm from (12) raises the product by 2%. That value gives both carriers the hole rate, and the result is sensitive to this choice. With $a=3.41\times10^8\ {\rm cm^{-1}}$ and $b=25$ MV/cm for holes, and $a=1.76\times10^8\ {\rm cm^{-1}}$ and $b=33$ MV/cm for electrons, the critical field is 2.84 MV/cm and the product falls to 0.78 of its value.

The critical field enters squared, so an error in it counts double: a value 10% lower raises the product by 23%. The numerical output lists the values computed for the main example. Its edge-termination factor of 1.38 uses the full charge $\varepsilon E_c$ and equals the resistance factor; with the charge at $V$ the product factor is 1.28.

## Computed results

```
Breakdown voltage V = 1200 V
Relative permittivity = 9.7
Mobility = 900 cm2/Vs
Critical field = 2.50 MV/cm
Thickness W = 9.60 um
Doping N = 1.396e+16 cm^-3
Specific resistance = 0.4769 mohm cm2
Depletion charge = 2.1471 uC/cm2
Product R_sp Q = 1.0240 nV s
Product from Poisson = 1.0240 nV s
Poisson/formula - 1 = -2.15e-05
Debye length = 31.5 nm
Half-depleted edge minus W = -5.2 nm
Ionization prefactor a = 3.0e+08 /cm
Ionization field b = 25.0 MV/cm
Avalanche E_c, eps = 2.4753 MV/cm
Avalanche E_c, 2 eps = 2.4753 MV/cm
Avalanche N: eps 1.369e+16, 2 eps 2.737e+16 cm^-3
Avalanche R: 0.4913, 0.2457 mohm cm2
Avalanche Q: 2.1260, 4.2519 uC/cm2
Avalanche RQ: 1.0445, 1.0445 nV s
Avalanche E_c at 2V = 2.3143 MV/cm
RQ(2V)/RQ(V), avalanche = 4.576
Mobility model: N 880, 2N 814 cm2/Vs
RQ(2 eps)/RQ(eps), that model = 1.082
Best punch-through thickness = 7.20 um
Punch-through R ratio = 0.84375
Bus 800 V, 20 A, 100 kHz
Charge at bus voltage = 1.7531 uC/cm2
Bridge loss per commutation = 1.4025 mJ/cm2
Best device area = 3.688 mm2
Minimum total loss = 10.35 W
Channel: L 0.5, half pitch 3.0 um
Channel mobility = 20 cm2/Vs
Oxide 50 nm, overdrive 12 V
Channel resistance = 0.905 mohm cm2
Substrate 100 um, 20 mohm cm
Substrate resistance = 0.200 mohm cm2
Total R / drift R = 3.32
Hot: 423 K, mobility power -2.4
Hot drift R factor = 2.28
Edge efficiency 0.85: RQ factor 1.38
Donor depth 0.10 eV, band density 1.7e+19 cm^-3
Free-electron fraction at 300 K = 0.932
Mobility anisotropy 1.2: RQ factor 0.833
Built-in 3 V: zero-bias W share 0.050
RQ/V (formal transit time) = 0.853 ps
Saturated velocity = 2.0e+07 cm/s
Saturated transit time = 48.0 ps
```
